\section*{Demagnetizing factor of a perpendicular film with in-plane modulation}

\section{What the local law gets wrong}

The simplest model of a thin perpendicular film replaces its magnetostatic field by the local law $H_z=-M_z$. The dipolar interaction then becomes a negative anisotropy, subtracted from the perpendicular anisotropy $K_u$. In the memory layer treated below the two terms cancel down to about a fifth of $K_u$, so a small relative error in the first becomes a larger relative error in the difference. For a film 1 nm thick whose magnetization turns once in 60 nm, with the parameters used below, the local law overstates the magnetostatic term by about 5\%. The net anisotropy that favours such a modulated $M_z$ over an in-plane magnetization is then 0.172 instead of 0.203 MJ/m$^3$.

The cure is a demagnetizing factor that depends on the wavenumber. It also shows when the local law may be used.

\section{Setting and conventions}

An infinite film fills $|z|<t/2$ in non-magnetic surroundings. Its perpendicular magnetization is
\begin{equation}
M_z(x,z)=M\cos(kx),\qquad k>0,
\end{equation}
independent of $z$ inside the film. We use SI units and magnetostatics without currents: $\nabla\times\mathbf H=0$ and $\nabla\cdot(\mathbf H+\mathbf M)=0$. With $\mathbf H=-\nabla\phi$,
\begin{equation}
\nabla^2\phi=\nabla\cdot\mathbf M .
\end{equation}
The source of $\mathbf H$ is the magnetic charge density $-\nabla\cdot\mathbf M$. Since $\partial_zM_z=0$ inside, $M_z$ produces no volume charge. At a surface with outward normal $\mathbf n$ the charge per area is $\mathbf M\cdot\mathbf n$: $+M\cos kx$ on top and $-M\cos kx$ below.

We seek the factor $N(k)$ defined by
\begin{equation}
\langle H_z\rangle=-N(k)\,M\cos(kx),\qquad
\langle\cdots\rangle=\frac1t\int_{-t/2}^{t/2}\cdots\,dz .
\end{equation}

\section{One charged sheet}

Let a sheet at $z_0$ carry charge $\cos kx$. Away from it $\nabla^2\phi=0$, so $\phi=g(z)\cos kx$ with $g''=k^2g$. The solution that is continuous at the sheet and decays on both sides is $g=C e^{-k|z-z_0|}$.

The normal field is $H_z=-g'\cos kx$, which has amplitude $+kC$ just above the sheet and $-kC$ just below. Its jump equals the charge amplitude, so $2kC=1$ and
\begin{equation}
\phi_{\rm sheet}=\frac{1}{2k}\,e^{-k|z-z_0|}\cos kx .
\end{equation}
The field reaches a distance of about $1/k$; farther away, positive and negative stripes cancel.

\section{Field inside the film and its average}

For $|z|<t/2$ the distances to the top and bottom sheets are $t/2-z$ and $t/2+z$. Adding the sheets with amplitudes $+M$ and $-M$ gives
\begin{align}
\phi&=\frac{M}{2k}\left[e^{-k(t/2-z)}-e^{-k(t/2+z)}\right]\cos kx\nonumber\\
&=\frac{M}{2k}e^{-kt/2}\left(e^{kz}-e^{-kz}\right)\cos kx
=\frac Mk e^{-kt/2}\sinh(kz)\cos kx .
\end{align}
Differentiation with respect to $z$ yields
\begin{equation}
H_z=-M e^{-kt/2}\cosh(kz)\cos kx .
\label{profile}
\end{equation}
The field opposes $M_z$ and is strongest at the surfaces. Its average follows from
\begin{align}
N(k)&=\frac{e^{-kt/2}}t\int_{-t/2}^{t/2}\cosh(kz)\,dz
=\frac{2e^{-kt/2}}{kt}\sinh\frac{kt}{2}\nonumber\\
&=\frac{e^{-kt/2}\left(e^{kt/2}-e^{-kt/2}\right)}{kt},
\end{align}
so that
\begin{equation}
\boxed{N(k)=\frac{1-e^{-kt}}{kt}} .
\label{N}
\end{equation}

The average suffices for the energy because $M_z$ does not vary with $z$. The magnetostatic energy density is $-\frac{\mu_0}{2}\mathbf M\cdot\mathbf H$, the factor $\frac12$ preventing each pair of moments from being counted twice. Averaging over $z$ and over a period, with $\overline{\cos^2kx}=\frac12$, gives
\begin{equation}
e_{\rm dip}=\frac{\mu_0}{2}N(k)\,M^2\,\overline{\cos^2kx}=\frac{\mu_0M^2}{4}N(k).
\end{equation}

As a test of (\ref{profile}) and (\ref{N}), the Coulomb field of the charged surfaces was integrated numerically in real space at $kt=0.5$ and $2$. The averaged factor agreed with (\ref{N}) within $4\times10^{-11}$.

\section{The in-plane components}

A magnetization of fixed length cannot have a modulated $M_z$ alone. A component along $y$, varying only with $x$, has no divergence and adds no field. A component $M_x=P\cos kx$, uniform in $z$, has $\nabla\cdot\mathbf M=-kP\sin kx$. With $\phi=f(z)\sin kx$, the equation inside is
\begin{equation}
f''-k^2f=-kP .
\end{equation}
The source is even in $z$, hence so is $f$:
\begin{equation}
f=\frac Pk+C\cosh kz\ \ (|z|<t/2),\qquad f=De^{-k|z|}\ \ (|z|>t/2).
\end{equation}
There is no surface charge, so $f$ and $f'$ are continuous at $z=t/2$. With $a=kt/2$ these conditions read
\begin{equation}
\frac Pk+C\cosh a=De^{-a},\qquad C\sinh a=-De^{-a}.
\end{equation}
Adding them gives $P/k+Ce^a=0$, or $C=-(P/k)e^{-a}$. Therefore
\begin{equation}
H_x=-kf\cos kx=-P\left[1-e^{-kt/2}\cosh kz\right]\cos kx,
\end{equation}
whose average is $-(1-N)P\cos kx$. The factor along $\mathbf k$ is thus $1-N$.

The same component gives $\langle H_z\rangle\propto f(t/2)-f(-t/2)=0$. Conversely, the $H_x$ produced by $M_z$ is proportional to $\sinh kz$ and also averages to zero. The energies of $M_z$ and $M_x$ therefore add without a cross term, and (\ref{N}) holds for $M_z$ whatever the $z$-independent in-plane components are.

\section{The local thin-film limit}

Put $u=kt$. For $s\ge0$, $1-s\le e^{-s}\le1$. Integrating from $0$ to $u$ and dividing by $u$,
\begin{equation}
1-\frac u2\le N\le1 ,\qquad N=1-\frac u2+\frac{u^2}{6}-\cdots .
\label{bounds}
\end{equation}
Hence $N\to1$ as $kt\to0$, and $\langle H_z\rangle\to-M_z$. The two charged surfaces then act like a capacitor whose plates are much closer together than the stripes are wide. The small parameter is $kt$: a thin film with an equally fine pattern is not in this limit.

For a general square-integrable pattern $M_z(\mathbf r)$, $\mathbf r=(x,y)$, let $\hat M(\mathbf k)=\int M_z e^{-i\mathbf k\cdot\mathbf r}d^2r$. Different Fourier components do not mix in the energy, so
\begin{equation}
E=\frac{\mu_0t}{2}\int\frac{d^2k}{(2\pi)^2}\,N(k)\,|\hat M(\mathbf k)|^2 .
\label{E}
\end{equation}
Since $0\le1-N\le1$ and $1-N\to0$ at each fixed $\mathbf k$, dominated convergence allows the limit under the integral. Parseval's theorem then gives
\begin{equation}
\frac Et\ \longrightarrow\ \frac{\mu_0}{2}\int M_z^2\,d^2r\qquad(t\to0).
\end{equation}
With $M_z=M_sm_z$ and $K_d=\mu_0M_s^2/2$, this is the energy density $K_dm_z^2$. Added to the anisotropy energy $K_u(1-m_z^2)$, it gives, up to a constant, $-K_{\rm eff}m_z^2$ with $K_{\rm eff}=K_u-K_d$.

\subsection{The first correction is nonlocal}

The term $-kt/2$ in (\ref{bounds}) contains $k=\sqrt{k_x^2+k_y^2}$, which is not a polynomial in $k_x,k_y$ and so is not a gradient term. To find its real-space form, use polar coordinates:
\begin{equation}
\int\frac{1-\cos\mathbf k\cdot\mathbf R}{R^3}d^2R
=2\pi k\int_0^\infty\frac{1-J_0(u)}{u^2}du=2\pi k .
\end{equation}
The last integral is 1: integration by parts turns it into $\int_0^\infty J_1(u)\,du/u$, and $J_1/u=J_0-J_1'$ with $\int_0^\infty J_0\,du=1$. Parseval's theorem for the difference $M_z(\mathbf r+\mathbf R)-M_z(\mathbf r)$ supplies a factor $2(1-\cos\mathbf k\cdot\mathbf R)$, so
\begin{equation}
\iint\frac{[M_z(\mathbf r)-M_z(\mathbf r')]^2}{|\mathbf r-\mathbf r'|^3}d^2r\,d^2r'
=4\pi\int\frac{d^2k}{(2\pi)^2}k|\hat M|^2 .
\end{equation}
The first correction to the local energy, from the term $-kt/2$ of $N$ in (\ref{E}), is $-\frac{\mu_0t^2}{4}\int\frac{d^2k}{(2\pi)^2}k|\hat M|^2$, that is,
\begin{equation}
\Delta E=-\frac{\mu_0t^2}{16\pi}\iint
\frac{[M_z(\mathbf r)-M_z(\mathbf r')]^2}{|\mathbf r-\mathbf r'|^3}d^2r\,d^2r' .
\end{equation}
It is negative: variation of $M_z$ lowers the dipolar energy below its local value. The form requires a pattern without jumps; kinks are allowed. At a straight step $|\hat M|^2$ falls as $k^{-2}$, the integral diverges logarithmically at large $k$, and the full $N(k)$ must be kept.

\subsection{The opposite limit}

For $kt\gg1$, $N\to1/(kt)$. The energy per film area, $te_{\rm dip}$, tends to $\mu_0M^2/(4k)$, independent of $t$. Each surface then keeps its own stray field, and the interior between them is nearly field-free.

\section{Worked example: a spiral in a memory layer}

Take rough round values in the regime of the perpendicular free layer of a magnetic tunnel junction: $t=1$ nm, $M_s=1$ MA/m, $K_u=0.80$ MJ/m$^3$ and exchange stiffness $A=15$ pJ/m. The texture is a Bloch spiral,
\begin{equation}
\mathbf m=(0,\sin kx,\cos kx),
\end{equation}
with wavelength 60 nm. It has unit length everywhere, and its in-plane part carries no charge. Then
\begin{equation}
kt=\frac{2\pi\times1}{60}=0.1047,\qquad
N=\frac{1-e^{-0.1047}}{0.1047}=0.9494 .
\end{equation}
The first-order value $1-kt/2$ is $0.9476$. By (\ref{profile}), the local ratio $-H_z/M_z$ runs from $0.9490$ at mid-plane to $0.9503$ at the surfaces, so the field is nearly uniform through this film.

With $K_d=0.6283$ MJ/m$^3$,
\begin{align}
K_u-K_d&=0.1717\ \text{MJ/m}^3,\\
K_u-K_dN&=0.2035\ \text{MJ/m}^3 .
\end{align}
The second exceeds the first by 18.5\%, although $N$ differs from 1 by 5.1\%. The relative change is $(1-N)K_d/K_{\rm eff}$, and the partial cancellation makes $K_d/K_{\rm eff}=3.7$. The reference state matters: $K_u-K_dN$ is the energy gained per unit of $\overline{m_z^2}$ relative to the state magnetized along $y$. Relative to the uniform perpendicular state the change has the opposite sign: the spiral costs $K_u-K_d(2-N)=0.140$ MJ/m$^3$ per unit of $\overline{m_y^2}$, less than $K_{\rm eff}$. A small ripple of $m_y$ on the perpendicular state costs $K_{\rm eff}$ itself to leading order.

For the spiral, $|\partial_x\mathbf m|^2=k^2$ and $\overline{m_z^2}=\frac12$. The exchange, anisotropy and dipolar energies are $Ak^2$, $K_u/2$ and $K_dN/2$. The uniform perpendicular state has energy $K_d$. The difference is
\begin{align}
\Delta e&=Ak^2+\frac{K_u}{2}+\frac{K_dN}{2}-K_d\nonumber\\
&=Ak^2+\frac{K_{\rm eff}}2-\frac{K_d(1-N)}2\nonumber\\
&=0.1645+0.0858-0.0159\nonumber\\
&=0.234\ \text{MJ/m}^3,
\end{align}
or $0.234$ mJ/m$^2$ of film area. The local model omits the third term and gives $0.250$ MJ/m$^3$, which is 6.8\% too high relative to the full result. In both cases the uniform state is lower in energy. The constant rate of rotation is imposed, not an equilibrium: letting the angle profile relax at the same wavelength lowers $\Delta e$ by about $0.008$ MJ/m$^3$.

With all material parameters and $t$ held fixed, other wavelengths give:
\begin{center}
\begin{tabular}{cccc}
wavelength & $kt$ & $N$ & $K_u-K_dN$\\
(nm) & & & (MJ/m$^3$)\\ \hline
20 & 0.314 & 0.858 & 0.261\\
60 & 0.105 & 0.949 & 0.203\\
200 & 0.031 & 0.984 & 0.181\\
1000 & 0.006 & 0.997 & 0.174
\end{tabular}
\end{center}
Because $1-N\le kt/2$, a relative change of $K_{\rm eff}$ below $\delta$ is assured if $kt\le2\delta K_{\rm eff}/K_d$. For $\delta=1\%$ this film needs a wavelength of about 1150 nm or more. The criterion tightens as $K_{\rm eff}$ approaches zero.

\section{What a real layer adds}

\paragraph{Edges.} A thickness near 1 nm, a magnetization near 1 MA/m and a diameter of some tens of nanometres are typical of such layers, as rough figures. A real element is therefore not an infinite film. For a uniformly magnetized disc of radius $R$, $\hat M=2\pi RM_sJ_1(kR)/k$, and (\ref{E}) divided by $K_d\pi R^2t$ gives
\begin{equation}
N_{\rm disc}=\int_0^\infty\frac{2J_1^2(kR)}{k}N(k)\,dk=0.947
\end{equation}
for a diameter of 60 nm. Real-space integration of the Coulomb energy of the two charged faces gives the same value. For magnetization along an in-plane axis at angle $\varphi$ to $\mathbf k$, only the component along $\mathbf k$ carries charge, so the factor is $(1-N)\cos^2\varphi$. Since $\cos^2\varphi$ averages to $\frac12$ over the directions of $\mathbf k$, each in-plane factor of the disc is $(1-N_{\rm disc})/2$. The net anisotropy becomes $K_u-K_d(3N_{\rm disc}-1)/2=0.221$ MJ/m$^3$, 29\% above the value $K_{\rm eff}$ of the uniform infinite film. Edges thus matter more here than the modulation, which changed $K_u-K_dN$ by 18.5\%, and the spiral energy above is not that of a spiral in a disc.

\paragraph{Temperature.} At 300 K the disc's barrier for coherent rotation is $151\,k_BT$. This is an upper limit for the element, since reversal by a non-uniform path can only lower it. A straight domain wall across the middle of the disc costs roughly $4\sqrt{AK}$ per wall area; with $K=0.221$ MJ/m$^3$ this is about $105\,k_BT$. The wall width $\pi\sqrt{A/K}\approx26$ nm is not small against the diameter, so the figure is good to about 10\% only; a trial wall with the full dipolar energy gives about $95\,k_BT$. That estimate, rather than the coherent value, is the one to compare with the rough design figure of $60$ to $80\,k_BT$. The thermal mean of $\sin^2\theta$ for the uniform mode, $\theta$ being the tilt from the normal, is $0.007$. Shorter spin waves are taken to be included in the room-temperature parameters.

\paragraph{Atomic planes.} One nanometre is only a few planes. For seven bcc (001) planes of point dipoles, uniformly magnetized, the dipole sum gives a shape anisotropy of $0.939K_d$ instead of $K_d$. This offset is as large as the effect of the modulation. Computed for the uniform state, it acts as a constant added to $K_u$; its dependence on $k$ is not computed here. A $K_u$ deduced from measurements on uniform films with the continuum $K_d$ already contains it.

\paragraph{Twist through the thickness.} The field $H_x=M_se^{-kt/2}\sinh(kz)\sin kx$ pulls the moments near the two surfaces in opposite directions. Balancing its torque against exchange alone gives $2A\,\delta''=-\mu_0M_sH_x$ for the tilt $\delta(z)$, with $\delta'=0$ at the surfaces. The solution reaches $0.17$ mrad there, so this field alone hardly disturbs the uniformity through the thickness. In real free layers much of the perpendicular anisotropy sits at an interface, and its torque twists the moments more. If all of $K_u$ acted at one interface, the deviation there would be of order $K_ut^2/(6A)$, or about 10 mrad, which is still small.

\paragraph{Interfaces and neighbours.} Interfacial chiral exchange of strength $D$ can lower the energy of a N\'eel cycloid $(\sin kx,0,\cos kx)$ by $Dk$. The cycloid pays an extra dipolar energy $K_d(1-N)/2$ for its volume charges, so it matches the Bloch spiral at $D=K_d(1-N)/(2k)=0.15$ mJ/m$^2$. Above that value the Bloch spiral is no longer the cheaper of the two. The change is gradual, however: for smaller nonzero $D$ of either sign, a spiral of intermediate orientation and suitable handedness already lies below the Bloch form, and the full N\'eel form is the lowest only from $|D|=K_d(1-N)/k=0.30$ mJ/m$^2$ on. Both values hold for spirals turning at a constant rate; with the angle profile relaxed at the same wavelength they drop to about $0.13$ and $0.26$ mJ/m$^2$. The film also acts on its surroundings: at height $s$ above it the two sheets give a field amplitude $\frac{M_s}{2}(1-e^{-kt})e^{-ks}$, which is 56 mT (as $\mu_0H_z$) at $s=1$ nm. A magnetic layer placed there and free to respond would change the energy, and $N(k)$ for a single film would no longer suffice.

The main computed values are collected in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Largest error of N, Coulomb integration: 3.9e-11
Largest error of N and 1-N, Poisson solution: 6.3e-06
Kernel integral of (1-J0(u))/u^2: 1.00000
(1-N)/(kt) from Poisson solution at kt = 0.02: 0.49668
Thickness t: 1.0 nm
Saturation magnetization M_s: 1.0 MA/m
Anisotropy K_u: 0.80 MJ/m3
Exchange stiffness A: 15 pJ/m
Spiral wavelength: 60 nm
Wavenumber k: 0.10472 1/nm
kt: 0.10472
N(k): 0.94942
First-order value 1-kt/2: 0.94764
Local factor -H_z/M_z at mid-plane: 0.94899
Local factor -H_z/M_z at surface: 0.95029
K_d = mu0 M_s^2/2: 0.6283 MJ/m3
Local K_eff = K_u-K_d: 0.1717 MJ/m3
K_u-K_d N(k): 0.2035 MJ/m3
Rise of K_u-K_d N above local K_eff: 18.5 %
Spiral exchange energy A k^2: 0.1645 MJ/m3
Spiral energy, local model: 0.2503 MJ/m3
Nonlocal shift -K_d(1-N)/2: -0.0159 MJ/m3
Spiral energy with N(k): 0.2344 MJ/m3
Spiral energy from sampled texture: 0.2344 MJ/m3
Local model overestimates by: 6.8 %
Wavelength 20 nm: kt = 0.31416, N = 0.85815, K_u-K_d N = 0.2608 MJ/m3
Wavelength 60 nm: kt = 0.10472, N = 0.94942, K_u-K_d N = 0.2035 MJ/m3
Wavelength 200 nm: kt = 0.03142, N = 0.98446, K_u-K_d N = 0.1814 MJ/m3
Wavelength 1000 nm: kt = 0.00628, N = 0.99686, K_u-K_d N = 0.1737 MJ/m3
Disc diameter: 60 nm
Disc factor from superposed N(k): 0.94715
Disc factor from Coulomb energy: 0.94715
Shape factor of 7 bcc (001) planes at k = 0: 0.9394
Surface tilt from odd H_x: 0.173 mrad
Chiral exchange for Neel = Bloch energy: 0.152 mJ/m2
Height of neighbouring layer: 1.0 nm
Stray field amplitude mu0 H_z there: 56.3 mT
Temperature: 300 K
Disc effective anisotropy: 0.2215 MJ/m3
Disc uniform-mode barrier: 151.2 k_B T
Thermal mean of sin^2(tilt), uniform mode: 0.00664
\end{verbatim}
